\section*{Blanchard's recurrence for off-diagonal hydrogenic radial integrals: derivation and applications, part 1}

(Sections cited here and not found follow in the second part.)

\section*{Guided problem: a recurrence between off-diagonal hydrogenic radial integrals}

\subsection*{Setting and notation}

One electron without spin moves in the potential $-Z/r$ of a point nucleus of infinite mass, in nonrelativistic quantum mechanics. Hartree atomic units are used, so lengths are in bohr and energies in hartree. A bound state is $\psi = r^{-1}u(r)\,Y_{lm}$ with $u$ real and $\int_0^\infty u^2\,dr=1$. Two bound states in the same potential, labelled $i=1,2$, have quantum numbers $n_i, l_i$ and energies $E_i=-\kappa_i^2/2$. Multiplying the radial Schr\"odinger equation by $-2$ gives
\begin{equation}
u_i''=Q_i\,u_i,\qquad Q_i(r)=\frac{l_i(l_i+1)}{r^2}-\frac{2Z}{r}+\kappa_i^2 .
\label{radial}
\end{equation}
In this equation $Z$ stands for $Z$ divided by the Bohr radius and so counts as an inverse length. The radial integrals are
\begin{equation}
\langle g\rangle=\int_0^\infty u_1(r)\,g(r)\,u_2(r)\,dr .
\end{equation}
They carry the radial part of multipole transition amplitudes: $\langle r\rangle$ for electric dipole, $\langle r^2\rangle$ for electric quadrupole. The following abbreviations are used:
\begin{align}
a&=\kappa_2^2-\kappa_1^2=-2(E_2-E_1), & b&=l_2(l_2+1)-l_1(l_1+1),\nonumber\\
\sigma&=\kappa_1^2+\kappa_2^2, & c&=l_1(l_1+1)+l_2(l_2+1),\nonumber\\
L&=l_1+l_2, & d&=l_2-l_1 .
\end{align}
In terms of them
\begin{equation}
\Delta\equiv Q_2-Q_1=a+\frac{b}{r^2},\qquad \Sigma\equiv Q_1+Q_2=\frac{c}{r^2}-\frac{4Z}{r}+\sigma .
\label{DeltaSigma}
\end{equation}

\section*{Part (a): the radial functions}

\paragraph{Problem.} Find the form of the bound solutions of (\ref{radial}) with $u(0)=0$ for real $l\ge 0$, their behaviour at both ends of the radial axis, and an explicit expression for $\langle r^p\rangle$.

\paragraph{Solution.} Write $u=C\,r^{l+1}e^{-\kappa r}w(r)$ and let $h=r^{l+1}e^{-\kappa r}$, so that $h'/h=(l+1)/r-\kappa$ and $h''/h=l(l+1)/r^2-2\kappa(l+1)/r+\kappa^2$. Inserting $u''=C(h''w+2h'w'+hw'')$ into (\ref{radial}), the terms $l(l+1)/r^2$ and $\kappa^2$ cancel, and multiplication by $r$ leaves
\begin{equation}
r w''+(2l+2-2\kappa r)\,w'+\left[2Z-2\kappa(l+1)\right]w=0 .
\end{equation}
With $w=\sum_j w_j r^j$ and $w_0=1$, the coefficient of $r^{j-1}$ gives
\begin{equation}
j(j+2l+1)\,w_j=2\left[\kappa(j+l)-Z\right]w_{j-1}.
\label{series}
\end{equation}
If the series does not end, $w_j/w_{j-1}\to 2\kappa/j$, which is the growth of $e^{2\kappa r}$, and $u$ is not normalisable. It ends after $j=n_r$ when $\kappa=Z/n$ with $n=n_r+l+1$. The condition $u(0)=0$ excludes the second solution of (\ref{radial}), which starts as $r^{-l}$ and for $l<1/2$ would also be normalisable. Nothing here requires $l$ to be an integer. The sign of each state is fixed by taking its constant positive, and the constants are called $c_1,c_2$:
\begin{equation}
u_i=c_i\,r^{l_i+1}\left[1+O(r)\right]\quad(r\to0),\qquad c_i>0 ,
\label{origin}
\end{equation}
where the bracket is a power series that may be differentiated term by term. At large $r$ the function and all its derivatives decay as a power times $e^{-\kappa_i r}$. Since $\int_0^\infty r^{z-1}e^{-\beta r}dr=\Gamma(z)/\beta^z$ for $z>0$,
\begin{equation}
\langle r^p\rangle=c_1c_2\sum_{i,j}w^{(1)}_iw^{(2)}_j\,\frac{\Gamma(L+3+p+i+j)}{(\kappa_1+\kappa_2)^{L+3+p+i+j}},\qquad p>-L-3 .
\label{gammasum}
\end{equation}
The condition on $p$ is the convergence of the integral at the origin, where the integrand behaves as $r^{L+2+p}$.

\section*{Part (b): a third-order equation for the product}

\paragraph{Problem.} Let $P=u_1u_2$, $W=u_1u_2'-u_1'u_2$ and $S=u_1'u_2'$. Express $W'$, $P''$ and $S'$ through these functions, and find a relation between $P$, its derivatives and $W$ alone.

\paragraph{Solution.} In the derivative of the Wronskian the two products $u_1'u_2'$ cancel, and (\ref{radial}) removes the second derivatives:
\begin{equation}
W'=u_1u_2''-u_1''u_2=(Q_2-Q_1)\,u_1u_2=\Delta P .
\label{Wprime}
\end{equation}
For the product, $P'=u_1'u_2+u_1u_2'$ and
\begin{equation}
P''=u_1''u_2+2u_1'u_2'+u_1u_2''=\Sigma P+2S .
\label{Ppp}
\end{equation}
For $S$, the radial equation gives $S'=Q_1u_1u_2'+Q_2u_1'u_2$. Adding and subtracting the definitions of $P'$ and $W$ yields $u_1u_2'=(P'+W)/2$ and $u_1'u_2=(P'-W)/2$, so
\begin{equation}
S'=\tfrac12(Q_1+Q_2)P'+\tfrac12(Q_1-Q_2)W=\tfrac12\left(\Sigma P'-\Delta W\right).
\end{equation}
Differentiating (\ref{Ppp}) gives $P'''=\Sigma'P+\Sigma P'+2S'$, and therefore
\begin{equation}
P'''-2\Sigma P'-\Sigma'P+\Delta W=0 .
\label{third}
\end{equation}
The form of $Q_i$ has not been used. For a single state $\Delta=0$ and (\ref{third}) is a closed equation for the density $u^2$. For two states the Wronskian enters, and it is tied back to $P$ by (\ref{Wprime}).

\section*{Part (c): the master identity}

\paragraph{Problem.} Multiply (\ref{third}) by an arbitrary smooth function $f(r)$ and rewrite the result as a total derivative equal to $P$ times a known function. State the integrated form.

\paragraph{Solution.} Each term that contains a derivative of $P$, or $W$, is written as a total derivative plus a multiple of $P$. For the first term,
\begin{align}
(fP''-f'P'+f''P)'&=f'P''+fP'''-f''P'-f'P''+f'''P+f''P'\nonumber\\
&=fP'''+f'''P .
\end{align}
For the second term, the product rule gives $-2\Sigma fP'=-(2\Sigma fP)'+2\Sigma'fP+2\Sigma f'P$. For the last term, let $G$ be any antiderivative of $f\Delta$. Then, by (\ref{Wprime}),
\begin{equation}
f\Delta W=G'W=(GW)'-GW'=(GW)'-G\Delta P .
\end{equation}
Collect the total derivatives in
\begin{equation}
B=fP''-f'P'+f''P-2\Sigma fP+GW,\qquad G'=f\Delta .
\label{Bdef}
\end{equation}
The product of $f$ with (\ref{third}) then reads $0=B'-f'''P+2\Sigma'fP+2\Sigma f'P-\Sigma'fP-G\Delta P$, that is
\begin{equation}
B'=P\left[f'''-2\Sigma f'-\Sigma'f+G\Delta\right].
\label{master}
\end{equation}
For $f$, $f'$, $f''$ and $G$ that grow no faster than a power, $B(\infty)=0$, because every term of $B$ contains the factor $e^{-(\kappa_1+\kappa_2)r}$. Integration over the half-line gives
\begin{equation}
\left\langle f'''-2\Sigma f'-\Sigma'f+G\Delta\right\rangle+B(0)=0 ,
\label{integrated}
\end{equation}
provided the limit $B(0)$ exists. One bound state is enough for $B(\infty)=0$: if state 2 lies in the continuum, $\kappa_2^2$ is replaced by $-2E_2<0$ and the product still decays exponentially. With both states in the continuum at strictly positive energy (at the threshold $E=0$ the regular solution grows as $r^{1/4}$ and is not covered), $P$, its derivatives and $W$ stay bounded but do not decay, so $B(\infty)=0$ is assured only when $f$, $f'$, $f''$ and $G$ tend to zero at infinity, as for $f=r^k$ with $k<-1$; when $f$ or $G$ does not decay the argument fails.

The constant in $G$ must drop out. Integrating (\ref{Wprime}), with $W(\infty)=0$ and $W=O(r^{L+1})$ at the origin by (\ref{origin}), gives
\begin{equation}
\langle\Delta\rangle=a\langle1\rangle+b\langle r^{-2}\rangle=0 .
\label{wronskian}
\end{equation}
Shifting $G$ by a constant changes (\ref{integrated}) by that constant times $\langle\Delta\rangle+W(0)=0$. For $l_1=l_2$ and $n_1\ne n_2$, (\ref{wronskian}) is the orthogonality of the radial functions. For $l_1\neq l_2$ the radial overlap $\langle1\rangle$ need not vanish, since orthogonality is then supplied by the spherical harmonics.

\section*{Part (d): the recurrence}

\paragraph{Problem.} Take $f=r^k$ with real $k\neq\pm1$. Evaluate the bracket in (\ref{master}), factorise the coefficient of the lowest power, find the range of $k$ in which $B(0)=0$, and write the resulting relation.

\paragraph{Solution.} From (\ref{DeltaSigma}), $f\Delta=a r^k+b r^{k-2}$, so
\begin{equation}
G=\frac{a\,r^{k+1}}{k+1}+\frac{b\,r^{k-1}}{k-1},
\label{Gpower}
\end{equation}
which is why $k=\pm1$ is excluded. With $\Sigma'=-2c/r^3+4Z/r^2$, the four pieces of the bracket are
\begin{align}
f'''&=k(k-1)(k-2)\,r^{k-3},\nonumber\\
-2\Sigma f'&=-2kc\,r^{k-3}+8Zk\,r^{k-2}-2k\sigma\,r^{k-1},\nonumber\\
-\Sigma'f&=2c\,r^{k-3}-4Z\,r^{k-2},\nonumber\\
G\Delta&=\frac{a^2}{k+1}r^{k+1}+ab\left[\frac1{k+1}+\frac1{k-1}\right]r^{k-1}+\frac{b^2}{k-1}r^{k-3}.
\label{pieces}
\end{align}
Since $1/(k+1)+1/(k-1)=2k/(k^2-1)$, the coefficient of $r^{k-1}$ is $2k[ab/(k^2-1)-\sigma]$. The coefficient of $r^{k-2}$ is $4Z(2k-1)$. The coefficient of $r^{k-3}$ is
\begin{equation}
D_k=k(k-1)(k-2)-2c(k-1)+\frac{b^2}{k-1}.
\label{Draw}
\end{equation}
Put $m=k-1$. Then $k(k-1)(k-2)=m(m^2-1)$ and $mD_k=m^4-(2c+1)m^2+b^2$, a quadratic in $m^2$ whose roots have sum $2c+1$ and product $b^2$. Two identities identify the roots:
\begin{align}
(L+1)^2+d^2&=L^2+d^2+2L+1=2l_1^2+2l_2^2+2l_1+2l_2+1=2c+1,\nonumber\\
b&=l_2^2-l_1^2+l_2-l_1=d\,(L+1).
\label{ids}
\end{align}
The roots are therefore $(L+1)^2$ and $d^2$, and
\begin{equation}
D_k=\frac{\left[(k-1)^2-(L+1)^2\right]\left[(k-1)^2-d^2\right]}{k-1}.
\label{Dfact}
\end{equation}

At the origin (\ref{origin}) gives $P=c_1c_2r^{L+2}[1+O(r)]$ and
\begin{equation}
W=c_1c_2\left[(l_2+1)-(l_1+1)\right]r^{L+1}+O(r^{L+2})=c_1c_2\,d\,r^{L+1}+O(r^{L+2}).
\end{equation}
Each of the five terms of (\ref{Bdef}) then starts at order $r^{k+L}$ or higher, with only $c/r^2$ from $\Sigma$ and only the $b$ term from $G$ contributing at that order:
\begin{equation}
B=c_1c_2\,r^{k+L}\left[(L+2)(L+1)-k(L+2)+k(k-1)-2c+\frac{bd}{k-1}+O(r)\right].
\label{Borigin}
\end{equation}
Hence $B(0)=0$ for $k>-L$. By (\ref{gammasum}) with $p=k-3$, this is also the condition under which the most singular integral converges. For real $k>-L$, $k\ne\pm1$, equation (\ref{integrated}) becomes Blanchard's recurrence:
\begin{align}
\frac{a^2}{k+1}\langle r^{k+1}\rangle&+2k\left[\frac{ab}{k^2-1}-\sigma\right]\langle r^{k-1}\rangle\nonumber\\
&+4Z(2k-1)\langle r^{k-2}\rangle+D_k\langle r^{k-3}\rangle=0 .
\label{blanchard}
\end{align}
Every term has the dimension bohr$^{\,k-3}$. Exchanging the labels $1\leftrightarrow2$ reverses the signs of $a$, $b$ and $d$ together and leaves $a^2$, $ab$, $d^2$ unchanged, as the symmetry of the integrals requires.

The four powers are not consecutive: $r^k$ is missing. The reason is that the Coulomb term cancels in $\Delta$. If the two states belonged to different nuclear charges, $\Delta$ would contain a term $e/r$ with $e=-2(Z_2-Z_1)$, $G$ would gain $e\,r^k/k$, and $G\Delta$ would contain $ae\,[1/(k+1)+1/k]\,r^k$. Relation (\ref{blanchard}) does not hold in that case. A non-Coulombic term common to both states, such as a core potential, cancels in $\Delta$ but adds to $\Sigma$, and brings its own integrals into (\ref{integrated}).

\section*{Part (e): the lower end of the range}

\paragraph{Problem.} Determine what (\ref{integrated}) gives at $k=-L$ for $L\ne1$, show that it is the limit of (\ref{blanchard}), and say what happens for $k<-L$.

\paragraph{Solution.} At $k=-L$ one has $(k-1)^2=(L+1)^2$, so $D_{-L}=0$ and the power $r^{k-3}$ is absent from the bracket. The remaining integrals converge, the most singular integrand being $r^{k-2}P\sim r^0$. The boundary term is now finite. In (\ref{Borigin}), $bd/(k-1)=d^2(L+1)/[-(L+1)]=-d^2$ and $2c=L^2+2L+d^2$ by (\ref{ids}), so
\begin{align}
\frac{B(0)}{c_1c_2}&=(L^2+3L+2)+(L^2+2L)+(L^2+L)-(L^2+2L+d^2)-d^2\nonumber\\
&=2\left[(L+1)^2-d^2\right]=2(L+1-d)(L+1+d)=2(2l_1+1)(2l_2+1).
\end{align}
At $k=-L$ the last term of (\ref{blanchard}) is therefore replaced by
\begin{equation}
B(0)=2(2l_1+1)(2l_2+1)\,c_1c_2 .
\label{edge}
\end{equation}
To see this as a limit, let $k\to-L$ from above. The integral $\langle r^{k-3}\rangle$ equals $c_1c_2\int_0^1r^{k+L-1}dr=c_1c_2/(k+L)$ plus a part that stays finite. In (\ref{Dfact}) the first bracket is $(k-L-2)(k+L)\to-2(L+1)(k+L)$, the second tends to $(L+1)^2-d^2$, and the denominator tends to $-(L+1)$. Thus $D_k\to2(k+L)[(L+1)^2-d^2]$ and $D_k\langle r^{k-3}\rangle$ tends to (\ref{edge}). The vanishing coefficient multiplies a diverging integral and leaves a contact term, so dropping the last term because $D_{-L}=0$ gives a false relation.

For two $s$ states, $L=0$ and $k=0$, the result is $a^2\langle r\rangle-4Z\langle r^{-2}\rangle+2c_1c_2=0$. For $k<-L$ the integral $\langle r^{k-3}\rangle$ diverges at the origin and (\ref{blanchard}) has no meaning as a relation between ordinary integrals.

\section*{Part (f): the points $k=1$ and $k=-1$}

\paragraph{Problem.} Find what remains of (\ref{blanchard}) at $k=\pm1$ after multiplication by $k^2-1$, and derive the full relations at these points.

\paragraph{Solution.} Multiply by $k^2-1$ and use the form (\ref{Draw}) of $D_k$. At $k=1$ only the terms with $1/(k-1)$ survive, giving $2ab\langle1\rangle+2b^2\langle r^{-2}\rangle=2b\langle\Delta\rangle$. At $k=-1$, which lies inside the range for $L>1$, only the terms with $1/(k+1)$ survive, giving $-2a^2\langle1\rangle-2ab\langle r^{-2}\rangle=-2a\langle\Delta\rangle$. Both vanish by (\ref{wronskian}), so the cleared relation says nothing new at these points: the residues of the poles are zero, and the information lies in the finite parts.

For $f=r$, $f\Delta=ar+b/r$ and $G=ar^2/2+b\ln r$. The first three lines of (\ref{pieces}) at $k=1$ sum to $4Z/r-2\sigma$, the terms in $c$ cancelling. Also $G\Delta=a^2r^2/2+ab/2+b\Delta\ln r$. All terms of $B$ vanish at the origin, at worst as $r^{L+1}\ln r$. Hence, for all $l_1,l_2$,
\begin{equation}
\frac{a^2}{2}\langle r^2\rangle+\left(\frac{ab}{2}-2\sigma\right)\langle1\rangle+4Z\langle r^{-1}\rangle+b\,\langle\Delta\ln r\rangle=0 .
\label{kplus}
\end{equation}
For $f=1/r$, $f\Delta=a/r+b/r^3$ and $G=a\ln r-b/(2r^2)$. The first three lines of (\ref{pieces}) at $k=-1$ sum to $(4c-6)r^{-4}-12Zr^{-3}+2\sigma r^{-2}$, and $G\Delta=a\Delta\ln r-ab/(2r^2)-b^2/(2r^4)$. The coefficient of $r^{-4}$ is $4c-6-b^2/2$, which is $D_{-1}$ by (\ref{Draw}). For $L>1$ the boundary term vanishes at least as fast as $r^{L-1}$, and
\begin{equation}
a\langle\Delta\ln r\rangle+\left(2\sigma-\frac{ab}{2}\right)\langle r^{-2}\rangle-12Z\langle r^{-3}\rangle+D_{-1}\langle r^{-4}\rangle=0 .
\label{kminus}
\end{equation}
For $L=1$, $k=-1$ is also the lower end of the range, and the last term of (\ref{kminus}) is replaced by (\ref{edge}). With integer $l$ this is an $s$--$p$ pair. Then $c=2$, $b^2=4$, $bd=2$ and $D_{-1}=8-6-2=0$. The logarithm in $GW$ vanishes as $r^2\ln r$, and the five terms of $B(0)/c_1c_2$ are $6+3+2-4-1=6$, so the last term of (\ref{kminus}) is replaced by $6c_1c_2$, in agreement with (\ref{edge}).

These relations are the limits of (\ref{blanchard}). Near $k=1$ the pole terms are $b\langle r^{k-1}\Delta\rangle/(k-1)$. Subtracting $b\langle\Delta\rangle/(k-1)=0$ turns this into $b\langle\Delta\,(r^{k-1}-1)/(k-1)\rangle$, which tends to $b\langle\Delta\ln r\rangle$. The same argument with $a$ and $k+1$ applies at $k=-1$. The pole at $k=1$ is absent when $b=0$, and the pole at $k=-1$ is absent when $a=0$. For $l_1=l_2$ and $n_1\neq n_2$, (\ref{kplus}) with $b=0$ and $\langle1\rangle=0$ reduces to $a^2\langle r^2\rangle=-8Z\langle r^{-1}\rangle$.

Blanchard's recurrence has now been derived, together with its contact term at $k=-L$ and the logarithmic relations that replace it at $k=\pm1$. What remains is the diagonal limit, the special cases of dipole pairs and of pairs within one shell, and the numerical application to hydrogen $2p$ and $3d$, including the $3d$ lifetime.
